\section*{Zero-Field Hyperfine Splitting of a Bismuth Donor in Silicon}

\section{Problem}

A neutral bismuth donor in silicon binds one electron, with spin $S=1/2$. The bismuth nucleus has spin $I=9/2$. The electron is in its orbital ground state, which has a finite density at the nucleus, and the two spins are coupled by the contact interaction
\begin{equation}
H=hA\,\mathbf I\cdot\mathbf S ,\qquad A=1475\ \text{MHz}.
\label{eq:H}
\end{equation}
There is no applied magnetic field. Into how many levels do the spin states of the donor split, how many states does each level hold, and at what frequency does a transition between the levels occur?

In \eqref{eq:H} the operators $\mathbf I$ and $\mathbf S$ are angular momenta divided by $\hbar$, so they are dimensionless. The constant $A$ is a frequency, and $hA$ is an energy. The donor site is taken to be unstrained, and the weaker couplings to those silicon nuclei that carry spin are left out. The value of $A$ is given; it is not calculated here from the donor wavefunction. It is rounded to the nearest MHz, and the further digits in the results below only carry the arithmetic through: a change of $0.4$ MHz in $A$ moves the transition frequency by $2$ MHz.

The term ``zero-field splitting'' also has another use in magnetic resonance, for a term $\sum_{ij}D_{ij}S_iS_j$ with a symmetric tensor $D$. Such a term cannot split the states of a spin $1/2$. For this spin $S_iS_j+S_jS_i=\tfrac12\delta_{ij}$, so the term equals the constant $\tfrac14\sum_i D_{ii}$ and moves both spin states by the same amount. The splitting asked for here is the hyperfine splitting at zero magnetic field.

\section{A tempting solution}

The energy \eqref{eq:H} depends on the relative orientation of two spins. It seems natural to compare the case where they are parallel with the case where they are antiparallel. Let $|\!\uparrow,m_I\rangle$ and $|\!\downarrow,m_I\rangle$ denote states with electron projection $m_S=+1/2$ or $-1/2$ and nuclear projection $m_I$ along some axis $z$. With the nucleus fully aligned, $m_I=9/2$, the argument runs
\begin{align}
E_{\text{parallel}}&=hA\cdot\tfrac92\cdot\tfrac12=+\tfrac94\,hA,\\
E_{\text{antiparallel}}&=hA\cdot\tfrac92\cdot\left(-\tfrac12\right)=-\tfrac94\,hA .
\end{align}
The difference is $\tfrac92hA$, and the transition frequency would be
\begin{equation}
\nu_{\text{wrong}}=4.5\times1475\ \text{MHz}=6637.5\ \text{MHz}.
\label{eq:wrong}
\end{equation}

\section{Where the argument fails}

The two energies are correct as mean values. A transition frequency, however, is a difference of eigenvalues, so both states must be eigenstates of $H$. To check this, write the scalar product with the ladder operators $S_\pm=S_x\pm iS_y$ and $I_\pm=I_x\pm iI_y$. Since electron and nuclear operators commute,
\begin{equation}
I_+S_-+I_-S_+=2\left(I_xS_x+I_yS_y\right),
\end{equation}
because the cross terms $\pm i(I_yS_x-I_xS_y)$ cancel in the sum. Therefore
\begin{equation}
\mathbf I\cdot\mathbf S=I_zS_z+\tfrac12\left(I_+S_-+I_-S_+\right).
\label{eq:ladder}
\end{equation}
The tempting solution kept the first term alone. The second, the flip-flop term, lowers one spin while it raises the other.

For the parallel state the flip-flop term does nothing: $S_+$ gives zero on $\uparrow$, and $I_+$ gives zero on $m_I=9/2$. The state $|\!\uparrow,\tfrac92\rangle$ is therefore an eigenstate, with energy $\tfrac94hA$.

For the antiparallel state, $I_+S_-$ again gives zero, but $I_-S_+$ does not. The ladder rules are
\begin{align}
S_+|\!\downarrow\rangle&=|\!\uparrow\rangle,\\
I_-|m_I\rangle&=\sqrt{I(I+1)-m_I(m_I-1)}\;|m_I-1\rangle .
\end{align}
For $m_I=9/2$ the root is $\sqrt{99/4-63/4}=\sqrt9=3$, so
\begin{equation}
H|\!\downarrow,\tfrac92\rangle
=hA\left(-\tfrac94|\!\downarrow,\tfrac92\rangle+\tfrac32|\!\uparrow,\tfrac72\rangle\right).
\label{eq:leak}
\end{equation}
The second term is a different state. The antiparallel product state is not an eigenstate, and $-\tfrac94hA$ is its mean energy, not a level.

The direction of the error follows at once. A mean energy is a weighted average of eigenvalues, so it cannot lie below the lowest one, and it can equal the lowest one only for an eigenstate. The true lowest level must lie below $-\tfrac94hA$, and the true splitting must exceed \eqref{eq:wrong}.

\section{Solution with the total spin}

The interaction is unchanged when both spins are rotated together, which suggests using the total spin $\mathbf F=\mathbf I+\mathbf S$. Because $\mathbf I$ and $\mathbf S$ commute,
\begin{equation}
\mathbf F^2=\mathbf I^2+\mathbf S^2+2\,\mathbf I\cdot\mathbf S ,
\end{equation}
and hence
\begin{equation}
H=\frac{hA}{2}\left(\mathbf F^2-\mathbf I^2-\mathbf S^2\right).
\label{eq:HF}
\end{equation}
The values of $\mathbf I^2$ and $\mathbf S^2$ are fixed at $I(I+1)$ and $S(S+1)$. States with a definite $F$ are therefore eigenstates of $H$, with energy
\begin{equation}
E_F=\frac{hA}{2}\left[F(F+1)-I(I+1)-S(S+1)\right].
\label{eq:EF}
\end{equation}

The possible values of $F$ follow from counting projections $m=m_S+m_I$. There are $2\times10=20$ product states. The largest projection, $m=5$, occurs once, so there is one multiplet with $F=5$, which uses one state for each $m$ from $-5$ to $5$, or 11 states. Each $m$ from $-4$ to $4$ occurs twice among the product states, once with the electron up and once with it down. After the $F=5$ multiplet is removed, one state remains for each of these nine values. They form one multiplet with $F=4$. The count is complete: $11+9=20$.

For a general nuclear spin $I\ge\tfrac12$ the same counting gives $F=I\pm\tfrac12$. With $S(S+1)=\tfrac34$, the square bracket in \eqref{eq:EF} becomes, for the larger $F$,
\begin{align}
\left(I+\tfrac12\right)\left(I+\tfrac32\right)-I(I+1)-\tfrac34
&=I^2+2I+\tfrac34-I^2-I-\tfrac34\nonumber\\
&=I,
\end{align}
and for the smaller $F$,
\begin{align}
\left(I-\tfrac12\right)\left(I+\tfrac12\right)-I(I+1)-\tfrac34
&=I^2-\tfrac14-I^2-I-\tfrac34\nonumber\\
&=-(I+1).
\end{align}
The two levels are thus
\begin{equation}
E_{I+1/2}=\frac{hA}{2}\,I,\qquad
E_{I-1/2}=-\frac{hA}{2}\,(I+1),
\label{eq:levels}
\end{equation}
and their difference is
\begin{equation}
\Delta E=\frac{hA}{2}\left(2I+1\right)=hA\left(I+\tfrac12\right).
\label{eq:gap}
\end{equation}
For negative $A$ the order of the levels would be reversed and the splitting would be $h|A|(I+\tfrac12)$.

For the bismuth donor, \eqref{eq:levels} gives
\begin{align}
E_5/h&=\tfrac94\times1475\ \text{MHz}=3318.75\ \text{MHz},\\
E_4/h&=-\tfrac{11}{4}\times1475\ \text{MHz}=-4056.25\ \text{MHz}.
\end{align}
The transition frequency is
\begin{equation}
\nu=\frac{\Delta E}{h}=5A=5\times1475\ \text{MHz}=7375\ \text{MHz}\approx7.38\ \text{GHz}.
\label{eq:answer}
\end{equation}
As an energy, $h\nu$ is $30.50\ \mu\text{eV}$. The donor has two levels: a lower one with $F=4$ and nine states, and an upper one with $F=5$ and eleven states.

Given the numbers of states, the energies can be checked without using \eqref{eq:EF}. The trace of $\mathbf I\cdot\mathbf S$ over all 20 states is a sum of products $\mathrm{Tr}(I_i)\,\mathrm{Tr}(S_i)$, and each factor is zero. The energies, weighted by the numbers of states, must then add up to zero:
\begin{equation}
11\cdot\tfrac94-9\cdot\tfrac{11}{4}=\tfrac{99}{4}-\tfrac{99}{4}=0 .
\end{equation}
The lower level is displaced further from zero because it holds fewer states. The symmetric pair $\pm\tfrac94hA$ of the tempting solution, assigned to levels of 11 and 9 states, would fail this check.

\section{The same result from the product states}

The product states can also be used correctly, provided that the flip-flop term is kept. By \eqref{eq:ladder}, $H$ conserves $m=m_S+m_I$. For $|m|<I+\tfrac12$ two product states share the same $m$, namely $|\!\uparrow,m-\tfrac12\rangle$ and $|\!\downarrow,m+\tfrac12\rangle$. The term $I_zS_z$ supplies the diagonal elements $\tfrac12(m-\tfrac12)$ and $-\tfrac12(m+\tfrac12)$. The flip-flop term supplies the off-diagonal element
\begin{align}
\tfrac12\sqrt{I(I+1)-\left(m+\tfrac12\right)\left(m-\tfrac12\right)}
&=\tfrac12\sqrt{I^2+I+\tfrac14-m^2}\nonumber\\
&=\tfrac12\sqrt{\left(I+\tfrac12\right)^2-m^2}\equiv\tfrac12c_m .
\end{align}
In this pair of states the Hamiltonian is
\begin{equation}
H_m=\frac{hA}{2}
\begin{pmatrix}
m-\tfrac12 & c_m\\
c_m & -m-\tfrac12
\end{pmatrix}.
\label{eq:block}
\end{equation}
A real symmetric $2\times2$ matrix with diagonal elements $a,d$ and off-diagonal element $b$ has eigenvalues $\tfrac12(a+d)\pm\sqrt{\tfrac14(a-d)^2+b^2}$. For the matrix in \eqref{eq:block}, $\tfrac12(a+d)=-\tfrac12$ and $\tfrac12(a-d)=m$, so
\begin{equation}
E_\pm=\frac{hA}{2}\left[-\tfrac12\pm\sqrt{m^2+c_m^2}\right]
=\frac{hA}{2}\left[-\tfrac12\pm\left(I+\tfrac12\right)\right].
\end{equation}
These are the two energies in \eqref{eq:levels}. Half the difference of the diagonal elements inside the matrix is $m$. Its magnitude grows with $|m|$ while the mixing $c_m$ shrinks, and the sum $m^2+c_m^2$ does not depend on $m$. That is how the rotational symmetry appears in a basis that singles out one axis. The two remaining states, $m=\pm(I+\tfrac12)$, have no partner. Their energy is $\tfrac12hAI$, and they complete the upper level.

The pair with $m=4$ contains the state that caused the error. Here $c_4=\sqrt{25-16}=3$. Write the lower eigenstate as $\alpha|\!\uparrow,\tfrac72\rangle+\beta|\!\downarrow,\tfrac92\rangle$. The first row of \eqref{eq:block}, with eigenvalue $-\tfrac{11}{4}hA$, requires
\begin{equation}
\tfrac74\alpha+\tfrac32\beta=-\tfrac{11}{4}\alpha
\quad\Rightarrow\quad \beta=-3\alpha ,
\end{equation}
and normalization gives $\alpha^2=\tfrac1{10}$, $\beta^2=\tfrac9{10}$. The antiparallel product state therefore belongs to the lower level with probability $\tfrac9{10}$ and to the upper level with probability $\tfrac1{10}$. Its mean energy is
\begin{equation}
\tfrac9{10}\left(-\tfrac{11}{4}hA\right)+\tfrac1{10}\left(\tfrac94hA\right)=-\tfrac94hA ,
\end{equation}
the value used in the tempting solution. It lies one tenth of the splitting above the true lower level, and this accounts for the whole discrepancy: $7375-6637.5=737.5$ MHz.

\section{Other nuclear spins}

For general $I$ the product-state argument gives $hAI$ in place of $hA(I+\tfrac12)$. The error, relative to the correct splitting, is
\begin{equation}
\frac{\left(I+\tfrac12\right)-I}{I+\tfrac12}=\frac{1}{2I+1}.
\end{equation}
It is 10\% for $I=9/2$. For $I=1/2$ it is 50\%: the levels are then a triplet at $\tfrac14hA$ and a singlet at $-\tfrac34hA$, separated by $hA$, while the product states suggest $\tfrac12hA$. For large $I$ the relative error tends to zero. A long nuclear spin is hardly changed when the electron flips, and it acts on the electron nearly as a fixed classical vector would. Bismuth is far enough towards that limit for the wrong answer to look plausible, but not far enough for it to be right.

\section{Observing the splitting}

Magnetic resonance can detect the splitting if an oscillating magnetic field connects the two levels. The pair with $m=0$ shows that it does. The diagonal elements of \eqref{eq:block} are then equal, so the eigenstates are the equal-weight combinations
\begin{equation}
|\pm\rangle=\frac{1}{\sqrt2}\left(|\!\uparrow,-\tfrac12\rangle\pm|\!\downarrow,+\tfrac12\rangle\right),
\end{equation}
with $|+\rangle$ in the upper level and $|-\rangle$ in the lower one. Since $S_z$ multiplies the first component by $\tfrac12$ and the second by $-\tfrac12$,
\begin{equation}
S_z|-\rangle=\tfrac12|+\rangle,\qquad \langle+|S_z|-\rangle=\tfrac12 .
\end{equation}
A field oscillating along $z$ couples to the electron through $S_z$ and so drives this transition when its frequency is $5A$. In each of the two states separately the mean of $S_z$ is zero. In the superposition $(|+\rangle+|-\rangle)/\sqrt2$ it oscillates as $\tfrac12\cos(2\pi\nu t)$, up to the choice of the time origin. The splitting frequency is thus the frequency of an oscillating magnetic moment.

\section{How small the field must be}

A static field $B$ along $z$ adds $g\mu_BB\,S_z$, where $g$ is the electron $g$-factor and $\mu_B$ the Bohr magneton. The much smaller coupling of the nuclear moment to the field is neglected. With $b=g\mu_BB/(hA)$, the diagonal elements inside the matrix of \eqref{eq:block} change by $+b$ and $-b$. Half their difference becomes $m+b$ in place of $m$, and the separation of the two states with the same $m$ is
\begin{align}
\Delta E_m&=hA\sqrt{(m+b)^2+c_m^2}\nonumber\\
&=hA\sqrt{\left(I+\tfrac12\right)^2+2mb+b^2}.
\label{eq:field}
\end{align}
At $b=0$ this is \eqref{eq:gap} for every $m$. For a weak field, $b\ll I+\tfrac12$, expansion of the root to first order gives
\begin{equation}
\Delta E_m\approx hA\left(I+\tfrac12\right)+\frac{m}{I+\tfrac12}\,g\mu_BB .
\end{equation}
A small residual field therefore spreads the single frequency into several, placed symmetrically about $5A$ to this order. With $g\approx2$, $b$ reaches $I+\tfrac12=5$ at about $0.26$ T, and a field of $50\ \mu$T shifts the $m=\pm4$ lines by about $\pm1.1$ MHz. These are the nine lines with $\Delta m=0$. An oscillating field across the static one drives lines with $\Delta m=\pm1$ instead; their linear shifts run from $\pm0.1$ to $\pm0.9$ times $g\mu_BB/h$, and none of them is zero. The $m=0$ pair has no linear shift, so its frequency is the least disturbed by a weak stray field.

In a strong field, $b\gg I+\tfrac12$, the difference $2b$ that the field adds to the diagonal elements far exceeds the mixing $c_m$. The eigenstates then approach the product states, and \eqref{eq:field} approaches $g\mu_BB+hAm$, the difference of the diagonal elements alone. The picture of an electron pointing up or down beside a nucleus with definite $m_I$ is sound in that regime. For bismuth it takes a field of a few tesla: at $0.35$ T ($b\approx6.6$) the most strongly mixed eigenstate has only about 83\% of its weight on one product state, while at $3.4$ T every eigenstate has more than 99.8\%. The tempting solution carries it over to zero field, where the flip-flop term cannot be neglected.

The two-level result also rests on the isotropy of the coupling. At an unstrained substitutional site with an orbital ground state of full tetrahedral symmetry, a half-turn about any of the three cubic axes is a symmetry, which forces the off-diagonal elements of a symmetric coupling tensor to vanish. The three axes are also equivalent, which makes the diagonal elements equal. A traceless symmetric tensor must therefore vanish. This settles the terms of second degree in the spins. For $I=9/2$ the site symmetry still allows terms of higher degree, such as $\sum_iI_i^4$ or $\sum_iS_iI_i^3$, which would split $F=4$ into groups of 1, 2, 3 and 3 states and $F=5$ into groups of 2, 3, 3 and 3 states; the model \eqref{eq:H} leaves them out. Strain or an electric field can lower this symmetry, and can also change the value of $A$ itself. An anisotropic hyperfine coupling and a nuclear quadrupole coupling are then allowed, and they can split the levels $F=4$ and $F=5$ internally. If the donor is ionized, the bound electron is absent and so is the splitting.

Diagonalization of the full $20\times20$ matrix, with no use of the total-spin formula, gives the same two levels and degeneracies; the values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Nuclear spin I = 4.5 (dimensionless)
Contact constant A = 1475 MHz
Number of spin states = 20
Lower level: F = 4, number of states = 9
Upper level: F = 5, number of states = 11
Lower level E/h = -4056.25 MHz
Upper level E/h = 3318.75 MHz
Lower level E/(hA) = -2.75 (dimensionless)
Upper level E/(hA) = 2.25 (dimensionless)
Splitting divided by hA = 5.00 (dimensionless)
Zero-field splitting frequency = 7375.0 MHz
Zero-field splitting frequency = 7.375 GHz
Zero-field splitting energy = 30.50 microeV
Mean E/h of product state up, m_I=9/2 = 3318.75 MHz
Mean E/h of product state down, m_I=9/2 = -3318.75 MHz
Wrong gap from product states = 6637.5 MHz
S_z transition element at m=0 = 0.500 (dimensionless)
\end{verbatim}
